# The oxygen reference energy from water, hydrogen and a measured free energy: a numerical check

```python
# Result under test: the electronic reference energy of O2,
#   E_ref = 2[E(H2O)-E(H2)] + W + 2 g(H2O,p_sat) - 2 g(H2,1 bar) - g(O2,1 bar),
# W   : free energy released by 2 H2 + O2 -> 2 H2O(liquid), per O2, 298.15 K
# E(X): electronic energy at the potential minimum
# g(X): zero-point energy + thermal enthalpy - temperature * entropy
# All internal quantities are in Hartree atomic units; kT is an energy.
import numpy as np
from scipy import constants as sc
from pyscf import gto, dft
from pyscf.hessian import rks as rks_hessian

HARTREE = sc.physical_constants["Hartree energy"][0]
BOHR = sc.physical_constants["Bohr radius"][0]
EV = HARTREE / sc.e
CM = HARTREE / (sc.h * sc.c * 100.0)
AMU = sc.atomic_mass / sc.m_e
BAR = 1.0e5 * BOHR**3 / HARTREE
TEMPERATURE = 298.15
KT = sc.k * TEMPERATURE / HARTREE
W = 4.92 / EV              # given measured input
P_SAT = 0.032              # rough measured vapour pressure of water, bar


def scf(symbols, xyz, spin=0, basis="def2-svp"):
    mol = gto.M(atom=[(s, tuple(r)) for s, r in zip(symbols, xyz)],
                unit="Bohr", spin=spin, basis=basis, verbose=0)
    mf = dft.UKS(mol) if spin else dft.RKS(mol)
    mf.xc = "pbe,pbe"
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mf


def masses(mf):
    return np.array(mf.mol.atom_mass_list(isotope_avg=True)) * AMU


def diatomic(symbol, guess, spin):
    """Bond length, frequency and rotational constant from an energy curve."""
    def at(r):
        return scf([symbol] * 2, [[0, 0, 0], [0, 0, r]], spin)
    x = 0.06 * np.arange(-2, 3)
    runs = [at(guess + dx) for dx in x]
    curve = np.poly1d(np.polyfit(x, [m.e_tot for m in runs], 4))
    roots = curve.deriv().roots
    roots = roots[np.abs(roots.imag) < 1e-9].real
    x0 = roots[np.argmin(np.abs(roots))]
    assert abs(x0) < 0.12
    r0, k = guess + x0, curve.deriv(2)(x0)
    # Independent force constant: slope of the analytic nuclear gradient.
    d = 0.03
    slopes = [at(r0 + s * d).nuc_grad_method().kernel()[1, 2] for s in (-1, 1)]
    k_gradient = (slopes[1] - slopes[0]) / (2 * d)
    assert abs(k_gradient / k - 1) < 0.02, (k, k_gradient)
    m = masses(runs[0])
    mu = m[0] * m[1] / m.sum()
    return dict(symbols=[symbol] * 2, xyz=np.array([[0, 0, 0], [0, 0, r0]]),
                spin=spin, r=r0, mass=m.sum(), freq=np.array([np.sqrt(k / mu)]),
                rot=np.array([1 / (2 * mu * r0**2)]), e_svp=curve(x0))


def cartesian_hessian(mf):
    h = rks_hessian.Hessian(mf).kernel()
    h = h.transpose(0, 2, 1, 3).reshape(9, 9)
    return (h + h.T) / 2


def water():
    """Newton relaxation, harmonic modes and three rotational constants."""
    sym, r, half = ["O", "H", "H"], 1.84, np.radians(52.0)
    xyz = np.array([[0, 0, 0], [r * np.sin(half), 0, r * np.cos(half)],
                    [-r * np.sin(half), 0, r * np.cos(half)]])
    mf = scf(sym, xyz)
    inverse = np.linalg.pinv(cartesian_hessian(mf), rcond=0.02, hermitian=True)
    for _ in range(4):
        step = -inverse @ mf.nuc_grad_method().kernel().ravel()
        xyz = xyz + step.reshape(3, 3)
        mf = scf(sym, xyz)
        if np.abs(step).max() < 3e-4:
            break
    assert np.abs(step).max() < 1e-3
    hess, m = cartesian_hessian(mf), masses(mf)
    root_m = np.sqrt(np.repeat(m, 3))
    values, vectors = np.linalg.eigh(hess / np.outer(root_m, root_m))
    assert values[-3] > 0
    # Independent curvature: energy differences along each vibration.
    for vector in vectors[:, -3:].T:
        u = vector / root_m
        u /= np.linalg.norm(u)
        h = 0.04
        side = [scf(sym, xyz + s * h * u.reshape(3, 3)).e_tot for s in (-1, 1)]
        curvature = (sum(side) - 2 * mf.e_tot) / h**2
        assert abs(curvature / (u @ hess @ u) - 1) < 0.03
    c = xyz - m @ xyz / m.sum()
    inertia = np.array([m @ (np.sum(c**2, axis=1) - c[:, i]**2)
                        for i in range(3)])
    bonds = xyz[1:] - xyz[0]
    lengths = np.linalg.norm(bonds, axis=1)
    angle = np.degrees(np.arccos(bonds[0] @ bonds[1] / np.prod(lengths)))
    return dict(symbols=sym, xyz=xyz, spin=0, r=lengths.mean(), angle=angle,
                mass=m.sum(), freq=np.sqrt(values[-3:]), rot=1 / (2 * inertia),
                e_svp=mf.e_tot)


def closed_terms(s, kt, p_bar):
    """Zero-point energy, thermal enthalpy and entropy/k in closed form."""
    x = s["freq"] / kt
    trans = np.log((s["mass"] * kt / (2 * np.pi))**1.5 * kt / (p_bar * BAR))
    if len(s["rot"]) == 1:
        q_rot, half_dof = kt / (2 * s["rot"][0]), 1.0
    else:
        q_rot, half_dof = np.sqrt(np.pi * kt**3 / np.prod(s["rot"])) / 2, 1.5
    vib = x / np.expm1(x)
    entropy = (trans + 2.5 + np.log(q_rot) + half_dof
               + np.sum(vib - np.log1p(-np.exp(-x))) + np.log(s["spin"] + 1))
    enthalpy = kt * (2.5 + half_dof + vib.sum())
    return s["freq"].sum() / 2, enthalpy, entropy


def rotor_levels(s):
    """Explicit levels and weights, nuclear-spin degeneracy divided out."""
    energy, weight = [], []
    if len(s["rot"]) == 1:
        for j in range(90):
            if s["symbols"][0] == "H":
                nuclear = (3 if j % 2 else 1) / 4    # spin-1/2 nuclei
            else:
                nuclear = j % 2                     # spinless oxygen nuclei
            energy.append(s["rot"][0] * j * (j + 1))
            weight.append(nuclear * (2 * j + 1))
        return np.array(energy), np.array(weight)
    ax, ay, az = s["rot"]                           # z is the twofold axis
    for j in range(33):
        k, jj = np.arange(-j, j + 1), j * (j + 1)
        h = np.diag((ax + ay) / 2 * (jj - k**2) + az * k**2)
        for i in range(2 * j - 1):
            q = k[i]
            h[i, i + 2] = h[i + 2, i] = (ax - ay) / 4 * np.sqrt(
                (jj - q * (q + 1)) * (jj - (q + 1) * (q + 2)))
        for parity, nuclear in ((0, 1), (1, 3)):
            pick = np.where(k % 2 == parity)[0]
            if len(pick):
                e = np.linalg.eigvalsh(h[np.ix_(pick, pick)])
                energy.extend(e)
                weight.extend([nuclear * (2 * j + 1) / 4] * len(e))
    return np.array(energy), np.array(weight)


def summed_g(s, levels, kt, p_bar):
    """Chemical potential above the potential minimum from level sums."""
    scale = 100.0                                   # large box, few edge effects
    box = scale * (kt / (p_bar * BAR))**(1 / 3)
    a = np.pi**2 / (2 * s["mass"] * box**2 * kt)
    n = np.arange(1, int(7 / np.sqrt(a)) + 2)
    log_q = 3 * np.log(np.exp(-a * n.astype(float)**2).sum() / scale)
    log_q += np.log(np.sum(levels[1] * np.exp(-levels[0] / kt)))
    v = np.arange(60) + 0.5
    for w in s["freq"]:
        log_q += np.log(np.exp(-v * w / kt).sum())
    return -kt * (log_q + np.log(s["spin"] + 1))


species = {"H2": diatomic("H", 1.42, 0), "H2O": water(),
           "O2": diatomic("O", 2.30, 2)}
pressure = {"H2": 1.0, "H2O": P_SAT, "O2": 1.0}
count = {"H2": -2, "H2O": 2, "O2": -1}

for name, s in species.items():
    mf = scf(s["symbols"], s["xyz"], s["spin"], "def2-tzvp")
    s["e"] = mf.e_tot
    if name == "O2":
        spin_square = mf.spin_square()[0]
    p = pressure[name]
    s["zpe"], s["hth"], s["s"] = closed_terms(s, KT, p)
    s["ts"] = KT * s["s"]
    s["g"] = s["zpe"] + s["hth"] - s["ts"]
    levels = rotor_levels(s)
    s["g_sum"] = summed_g(s, levels, KT, p)
    d = 0.003 * KT
    s_numeric = -(summed_g(s, levels, KT + d, p)
                  - summed_g(s, levels, KT - d, p)) / (2 * d)
    # Classical rotation misses a few meV for H2; entropy is far less affected.
    assert abs(s["g"] - s["g_sum"]) * EV < 0.004, name
    assert abs(s_numeric - s["s"]) < 0.01, name


def reaction(key):
    return sum(count[x] * species[x][key] for x in species)


H2, H2O, O2 = (species[x] for x in ("H2", "H2O", "O2"))
correction = reaction("g")
e_ref = 2 * (H2O["e"] - H2["e"]) + W + correction
e_ref_svp = 2 * (H2O["e_svp"] - H2["e_svp"]) + W + correction

# Rebuild the reaction free energy from explicit level sums.
rebuilt = (2 * (H2O["e"] + H2O["g_sum"]) - 2 * (H2["e"] + H2["g_sum"])
           - (e_ref + O2["g_sum"]))
assert abs(rebuilt + W) * EV < 0.01


def reference_with_water_pressure(p_bar):
    z, h, entropy = closed_terms(H2O, KT, p_bar)
    return (2 * (H2O["e"] + z + h - KT * entropy) + W
            - 2 * (H2["e"] + H2["g"]) - O2["g"])


vapour_error = reference_with_water_pressure(1.0) - e_ref
assert abs(vapour_error + 2 * KT * np.log(P_SAT)) * EV < 1e-6
pressure_change = reference_with_water_pressure(P_SAT + 0.001) - e_ref

print(f"temperature {TEMPERATURE:.2f} K; kT = {KT*EV:.5f} eV")
print(f"input: water-formation free energy released = {W*EV:.2f} eV per O2")
print(f"input: rough water vapour pressure = {P_SAT:.3f} bar")
print("geometry and frequencies: PBE/def2-SVP")
for name, s in species.items():
    print(f"{name}: bond length = {s['r']:.4f} bohr")
    print(f"{name}: frequencies = "
          + ", ".join(f"{w*CM:.0f}" for w in s["freq"]) + " cm^-1")
print(f"H2O: bond angle = {H2O['angle']:.2f} degrees")
print("electronic energies: PBE/def2-TZVP at these geometries")
for name, s in species.items():
    print(f"E({name}) = {s['e']:.6f} hartree")
print(f"O2 spin expectation <S^2> = {spin_square:.4f}")
print("thermal terms in eV: ZPE, H_th, TS, g, g from level sums")
for name, s in species.items():
    print(f"{name} at {pressure[name]:.3f} bar: " + ", ".join(
        f"{s[x]*EV:.4f}" for x in ("zpe", "hth", "ts", "g", "g_sum")))
print(f"reaction change of ZPE = {reaction('zpe')*EV:.4f} eV")
print(f"reaction change of H_th = {reaction('hth')*EV:.4f} eV")
print(f"reaction change of -TS = {-reaction('ts')*EV:.4f} eV")
print(f"reaction change of g = {correction*EV:.4f} eV")
print(f"2[E(H2O)-E(H2)] = {2*(H2O['e']-H2['e']):.6f} hartree")
print(f"E_ref(O2) = {e_ref:.6f} hartree = {e_ref*EV:.3f} eV")
print(f"electronic reaction energy with E_ref = "
      f"{(2*H2O['e']-2*H2['e']-e_ref)*EV:.4f} eV per O2")
print(f"electronic reaction energy with direct O2 = "
      f"{reaction('e')*EV:.4f} eV per O2")
print(f"reaction free energy with direct O2 = "
      f"{(reaction('e')+correction)*EV:.4f} eV per O2")
print(f"reaction free energy rebuilt from level sums = {rebuilt*EV:.4f} eV")
print(f"E_ref - E_direct, def2-TZVP = {(e_ref-O2['e'])*EV:.4f} eV per O2")
print(f"E_ref - E_direct, def2-TZVP = {(e_ref-O2['e'])*EV/2:.4f} eV per O atom")
print(f"E_ref - E_direct, def2-SVP = {(e_ref_svp-O2['e_svp'])*EV:.4f} eV per O2")
print("errors in E_ref (wrong minus consistent), eV:")
print(f"all thermal and zero-point terms omitted: {-correction*EV:.4f}")
print(f"only H_th omitted: {-reaction('hth')*EV:.4f}")
print(f"only ZPE omitted: {-reaction('zpe')*EV:.4f}")
print(f"only TS omitted: {reaction('ts')*EV:.4f}")
print(f"G(O2) mistaken for E(O2): {O2['g']*EV:.4f}")
print(f"water vapour taken at 1 bar: {vapour_error*EV:.4f}")
print(f"O2 spin entropy omitted: {-KT*np.log(3)*EV:.4f}")
print(f"change of E_ref for +0.001 bar vapour pressure: "
      f"{pressure_change*EV:.4f} eV")
print("checks complete")
```

Printed output:

```
temperature 298.15 K; kT = 0.02569 eV
input: water-formation free energy released = 4.92 eV per O2
input: rough water vapour pressure = 0.032 bar
geometry and frequencies: PBE/def2-SVP
H2: bond length = 1.4519 bohr
H2: frequencies = 4275 cm^-1
H2O: bond length = 1.8419 bohr
H2O: frequencies = 1609, 3690, 3790 cm^-1
O2: bond length = 2.2934 bohr
O2: frequencies = 1610 cm^-1
H2O: bond angle = 102.04 degrees
electronic energies: PBE/def2-TZVP at these geometries
E(H2) = -1.165737 hartree
E(H2O) = -76.376637 hartree
E(O2) = -150.248858 hartree
O2 spin expectation <S^2> = 2.0043
thermal terms in eV: ZPE, H_th, TS, g, g from level sums
H2 at 1.000 bar: 0.2650, 0.0899, 0.4046, -0.0497, -0.0520
H2O at 0.032 bar: 0.5635, 0.1029, 0.6730, -0.0067, -0.0071
O2 at 1.000 bar: 0.0998, 0.0900, 0.6340, -0.4441, -0.4442
reaction change of ZPE = 0.4970 eV
reaction change of H_th = -0.0641 eV
reaction change of -TS = 0.0971 eV
reaction change of g = 0.5300 eV
2[E(H2O)-E(H2)] = -150.421801 hartree
E_ref(O2) = -150.221515 hartree = -4087.736 eV
electronic reaction energy with E_ref = -5.4500 eV per O2
electronic reaction energy with direct O2 = -4.7060 eV per O2
reaction free energy with direct O2 = -4.1760 eV per O2
reaction free energy rebuilt from level sums = -4.9160 eV
E_ref - E_direct, def2-TZVP = 0.7440 eV per O2
E_ref - E_direct, def2-TZVP = 0.3720 eV per O atom
E_ref - E_direct, def2-SVP = 1.1430 eV per O2
errors in E_ref (wrong minus consistent), eV:
all thermal and zero-point terms omitted: -0.5300
only H_th omitted: 0.0641
only ZPE omitted: -0.4970
only TS omitted: -0.0971
G(O2) mistaken for E(O2): -0.4441
water vapour taken at 1 bar: 0.1769
O2 spin entropy omitted: -0.0282
change of E_ref for +0.001 bar vapour pressure: 0.0016 eV
checks complete
```
